The ln² saturation law of thin-film transistors: derivation and accuracy

An amorphous-oxide thin-film transistor in saturation is driven from off to on by its gate. Well below threshold its current grows exponentially with gate voltage; far above, it grows roughly as the square of the overdrive. A circuit calculation needs one smooth expression for both regimes and the region between. A logarithmic charge, squared, provides one. The question is which charge the logarithm represents, and how far the resulting current departs from the charge balance and transport equations it replaces.

**Assumptions and notation**

The channel is n-type, with width W and length L, the source at x = 0 and the drain at x = L. Voltages are measured from the source. Q denotes the magnitude of the mobile electron charge per area, and I the magnitude of the current. C is the insulator capacitance per area, μ the mobility, and φ = kT/q_e the thermal voltage, with q_e the elementary charge.

(A1) Gradual channel: the gate fixes the charge locally at each x.

(A2) The film is so thin that one potential ψ(x) holds through its depth. The electrons are nondegenerate with quasi-Fermi voltage V(x), where V(0) = 0 and V(L) = V_D. With s = ψ − V,

Q = Q₀ exp(s/φ).

(A3) Deep traps of constant density in energy fill up to the local quasi-Fermi level. Their charge per area has magnitude C_t s. The small charge Q₀ is negligible in the balance at s = 0, the flat-band condition.

(A4) μ is constant, and contact resistance and leakage are absent.

Define n = 1 + C_t/C.

**Lemma 1 (charge balance).** Let q = Q/(2nφC) and

V_T = V_FB + nφ ln(2nφC/Q₀),

where V_FB is the flat-band voltage. Then

2q + ln q = (V_G − V_T − V)/(nφ).

Proof. The gate charge balances the mobile and trapped charge:

C(V_G − V_FB − ψ) = Q + C_t s.

Insert ψ = V + s, move Cs to the right and use C + C_t = nC:

V_G − V_FB − V = Q/C + ns = Q/C + nφ ln(Q/Q₀).

Now Q/C = 2nφq, and ln(Q/Q₀) = ln q + ln(2nφC/Q₀). The last logarithm, times nφ, is V_T − V_FB. Moving it to the left and dividing by nφ gives the claim. ∎

The left side rises monotonically from −∞ to +∞ for q > 0, so q is unique. At the source write u = V_G − V_T and v = u/(nφ). Exponentiating 2q + ln q = v gives 2q exp(2q) = 2exp(v), hence q = ½W₀(2e^v), where W₀ is the Lambert function, the inverse of x exp(x) for positive x.

**Lemma 2 (current).** With q evaluated at the source and at the drain,

I = I_S [(q² + q)_source − (q² + q)_drain],

I_S = 2μC(W/L)(nφ)².

Proof. Drift and diffusion both carry electrons towards the drain when ψ rises and Q falls along x:

I = μW(Q dψ/dx − φ dQ/dx).

Since ψ = V + φ ln(Q/Q₀), Q dψ = Q dV + φ dQ. The diffusion term cancels the last piece, leaving I = μWQ dV/dx. In steady state I is the same at every x, so

I L = μW ∫₀^{V_D} Q dV.

At fixed V_G, Lemma 1 gives dV = −nφ(2 + 1/q)dq. With Q = 2nφCq,

∫Q dV = 2C(nφ)² ∫_{drain}^{source} (2q + 1)dq,

where the minus sign has exchanged the limits. Integration and multiplication by μW/L give the result. ∎

For large V_D the drain charge vanishes, and

I_sat = I_S f(v), f = q² + q.

The linear trap law would not hold at an arbitrarily negative s near the drain. Below threshold, the part of the channel with s < 0 supplies a fraction of about exp[−(V_G − V_FB)/(nφ)] of the integral, which is small only while V_G lies several nφ above V_FB. The limit v → −∞ used below is therefore a property of the model equations; a device follows it only as far as its trap law holds.

The diffusion part of the integral is φQ_source = 2nφ²Cq. Divided by 2C(nφ)²(q² + q), it gives a diffusion share 1/[n(1 + q)]. Even deep below threshold this is 1/n, not one: without mobile charge the balance gives dψ/dV = C_t/(C + C_t) = (n − 1)/n, so a field remains along the channel.

**Lemma 3 (limits).** f/e^v → 1 as v → −∞, and f/(v²/4) → 1 as v → +∞.

Proof. From ln q = v − 2q, q = e^v e^(−2q). As v → −∞, q → 0, so

f/e^v = e^(−2q)(1 + q) = 1 − q + … → 1.

As v → +∞, q → ∞ and v/q = 2 + (ln q)/q → 2. Thus q²/(v²/4) → 1, while q is negligible beside q². ∎

**The effective charge**

Define a charge Q_e through the whole channel integral in saturation:

Q_e² = 2C ∫₀^∞ Q dV, so that I_sat = μW Q_e²/(2CL).

Lemma 2 gives Q_e = 2nφC√f, and Lemma 3 gives its limits:

Q_e → 2nφC exp[u/(2nφ)] below threshold,

Q_e → Cu far above it.

The factor 2 in the exponent arises because the current contains the square of Q_e. The logarithm joining these two laws is

Q_ln = 2nφC ln{1 + exp[u/(2nφ)]}.

This step is an interpolation; the two limits alone do not determine the function between them.

**Theorem.** Under A1–A4, replacing Q_e by Q_ln gives

I_sat = I_S ln²{1 + exp[u/(2nφ)]}.

Its ratio to the saturation current of Lemma 2 tends to one in both limits. Its limiting forms are

I_sat → I_S exp[u/(nφ)] for u → −∞,

I_sat → μCWu²/(2L) for u → +∞.

Proof. Substitution gives

μW Q_ln²/(2CL) = [μW/(2CL)] 4(nφ)²C² ln²(…) = I_S ln²(…).

Set z = e^(v/2) and g = ln²(1 + z). For small z, ln(1 + z) = z − z²/2 + …, so

g = z²(1 − z + …) = e^v(1 − e^(v/2) + …).

For large v put y = v/2. Then ln(1 + e^y) = y + ln(1 + e^(−y)) = y + e^(−y) + …, and

g = y²(1 + 2e^(−y)/y + …).

The prefactor becomes

I_S y² = 2μC(W/L)(nφ)² u²/[4(nφ)²] = μCWu²/(2L).

Comparison with Lemma 3 shows that g/f → 1 at both ends. ∎

The trap factor n cancels from the square law because these traps follow V. A second case shows the difference. Suppose the extra charge is C_b ψ, tied to the potential instead, and n = 1 + C_b/C. The balance is then

V_G − V_FB − nV = Q/C + nφ ln(Q/Q₀).

At fixed V_G, dV is multiplied by 1/n for the same dQ. The ln² shape survives, but I_S becomes 2μC(W/L)nφ², and the strong limit becomes μCWu²/(2nL).

**Remark 1: the mobile charge**

By Lemma 1, Q depends on V_G and V only through V_G − V. In saturation the derivative of ∫₀^∞ Q dV with respect to V_G is therefore the source charge, and dI_sat/dV_G = (μW/L)Q_source. The mobile charge implied by the ln² law follows from

dg/dv = 2 ln(1 + e^(v/2)) · ½/(1 + e^(−v/2)).

Multiplication by I_S/(nφ) and division by μW/L give

Q_implied = Q_ln/(1 + e^(−v/2)).

Below threshold this tends to 2nφC e^v, with the same exponential slope as the current. Dividing the transconductance g_m = dI_sat/dV_G by the current gives

g_m/I_sat = 1/{nφ(1 + e^(−v/2)) ln(1 + e^(v/2))},

which tends to 1/(nφ) below threshold and to 2/u far above.

Two other readings fail to give the theorem. If nφC ln(1 + e^w), with w = (V_G − V_T − V)/(nφ), is taken as mobile charge, the channel integral is

C(nφ)² ∫_{−∞}^{v} ln(1 + e^t)dt = −C(nφ)² Li₂(−e^v),

where Li₂ is the dilogarithm. Relative to the ln² current, this gives 0.501 at v = −12 and 1.001 at v = 60, so the two are not proportional. If instead Q_ln itself is taken as mobile charge at each point, its integral grows as e^(v/2) below threshold. The logarithmic slope is halved: numerically 0.500 per unit v between v = −13 and −12, where the correct limit is 1.

**Remark 2: error between the limits**

Below threshold g/f − 1 ≈ −e^(v/2), because the correction to f is only of order e^v. Far above threshold,

2√(q² + q) = 2q + 1 − 1/(4q) + … = v − ln q + 1 − 1/(4q) + …

whereas 2√g = v apart from exponentially small terms. With q ≈ y = v/2 to leading order,

g/f − 1 ≈ 2(ln q − 1)/v ≈ (ln y − 1)/y.

Far above threshold the exponential corrections of the ln² law therefore do not measure its error against the sheet model of Lemmas 1 and 2; that error decays far more slowly. The derivative of the last expression is (2 − ln y)/y², so its maximum lies at y = e², or v ≈ 14.8, with height e^(−2) ≈ 0.135. A scan from v = −20 to 400 finds the highest ratio, 1.135, at v = 16.7, and the lowest, 0.786, at v = −0.57. The close match in the height of the maximum is accidental: writing ln y for ln q overstates the error, and stopping at first order understates it by a similar amount. Relative to the sheet model the law thus runs from 21% low near threshold to 14% high in moderate accumulation.

The logarithm also moves an extrapolated threshold. From Lemma 1, dq/dv = q/(2q + 1), so the slope of 2√f is approximately 1 − 1/(2q + 1) for large q. Its tangent meets zero near v = ln q − 2, not at v = 0.

**Remark 3: how much drain voltage is needed**

At finite V_D the interpolated current is I_S[g(v) − g(v − V_D/(nφ))]. For 99% of saturation the second term must be 1% of the first. Below threshold this requires V_D ≈ nφ ln 100. When both ends are in strong accumulation, (u − V_D)² = 0.01u², hence V_D = 0.9u.

**Worked example**

Take rough typical parameters for an amorphous indium gallium zinc oxide transistor at 300 K: a 20 nm film, 100 nm of silica, μ = 10 cm²/Vs, W = 50 µm and L = 10 µm. The film has 1.0×10¹⁷ traps per cm³ and eV and an effective band density of 5.0×10¹⁸ cm⁻³. At flat band its band edge lies 0.40 eV above the Fermi level, and V_FB = 0.

The capacitances are C = 34.53 nF/cm² and C_t = 32.04 nF/cm², so

n = 1 + 32.04/34.53 = 1.928,

nφ = 1.928 × 25.85 mV = 49.84 mV.

The band density times film thickness and elementary charge, reduced by exp(−0.40 V/φ), gives Q₀ = 3.055×10⁻¹³ C/cm². Since 2nφC = 3.44×10⁻⁹ C/cm²,

V_T = 0.04984 V × ln(3.44×10⁻⁹/3.055×10⁻¹³) = 0.465 V.

The current scale is

I_S = 2 × 10 × 34.53×10⁻⁹ × 5 × (0.04984)² A = 8.58 nA,

with areas in cm².

At V_G = 0.2 V, v = −5.32 and the law gives 39.3 pA; the sheet model gives 41.9 pA. The limiting swing is nφ ln 10 = 115 mV/decade, but the law's local swing is 119 mV/decade, since e^(v/2) has not yet become negligible. At threshold the law gives I_S(ln 2)² = 4.12 nA, against 5.22 nA from the sheet model.

At V_G = 10 V, u = 9.535 V and the square law gives

½ × 10 × 34.53×10⁻⁹ × 5 × (9.535)² A = 78.5 µA.

The ln² law agrees to the digits shown, while the sheet model gives 75.6 µA. The law is 3.8% higher; the estimate (ln y − 1)/y with y = 95.7 gives 3.7%. The tangent to √I of the sheet model at 10 V crosses zero at 0.591 V, 0.126 V above V_T. With q ≈ 93, nφ(ln q − 2) gives the same shift.

For 99% saturation the interpolated current of Remark 3 requires V_D = 0.233 V at V_G = 0.2 V and 8.58 V at V_G = 10 V, the second being 0.9u. The sheet model requires 0.230 V and 8.54 V. The remaining examples use V_D = 12 V.

The uniform-film and nondegenerate assumptions can be relaxed together by solving Poisson's equation through the film with Fermi–Dirac statistics, a classical local electron density and zero field at the back surface. The table compares the saturation currents.

V_G (V) | ln² law | sheet model | Poisson film
0.2 | 39.3 pA | 41.9 pA | 40.4 pA
0.465 | 4.12 nA | 5.22 nA | 4.87 nA
1 | 248 nA | 221 nA | 213 nA
2 | 2.03 µA | 1.82 µA | 1.78 µA
5 | 17.8 µA | 16.7 µA | 16.5 µA
10 | 78.5 µA | 75.6 µA | 74.9 µA

At these voltages the film and sheet results differ by at most 6.7%, relative to the sheet model. Among the tabulated voltages, the ln² law differs most from the film result at 1 V, by 16%. At 10 V the front band bending is 0.439 V, which puts the Fermi level above the band edge there. In this classical picture the nondegenerate assumption has failed locally, yet the film current is only 0.9% below the sheet value. These figures leave out quantum confinement. With the mass of about 0.34 free-electron masses implied by the band density and hard walls at both surfaces, a Schrödinger–Poisson solution lies 21% below the sheet current at 0.2 V, 8% below at 1 V and 1.7% below at 10 V, where the lowest subband stays about 0.02 eV above the Fermi level. Coherent subbands are doubtful at so low a mobility, so these shifts indicate the size of the uncertainty and are not a correction.

**Real devices**

The example's mobility and swing are of the order found in good oxide transistors, but the mobility need not be constant: electrons caught in tail states can make the effective mobility depend on gate voltage. If μ varies as Q^0.2, normalized to 10 cm²/Vs at the 10 V source charge, the sheet current is multiplied by 0.62 at V_G = 2 V and 0.91 at 10 V. The strong-accumulation exponent changes from 2 to 2.2, and below threshold the current grows as e^(1.2v). The ln² law then needs both a different power and a different argument in the exponential: raising the power to 2.2 alone would give e^(1.1v). A source contact of 2 kΩ, corresponding to a rough 10 Ω cm, lowers the 10 V current by 3.2%.

At 10 V the device dissipates 0.942 mW. Treating it as a disc of equal area and uniform temperature on thick glass of conductivity 1.1 W/(m K) gives a steady rise of 17 K. In saturation the heat is released mostly towards the drain, where the local rise is larger. Heating from 300 to 350 K, with mobility, traps and the flat-band energy offset held fixed and the band density scaled as T^(3/2), multiplies the current given by the ln² law by 6.9 at 0.2 V but by 1.01 at 10 V. A thermally activated mobility would add to this change. The source-side insulator field is 0.96 MV/cm, about a tenth of the rough breakdown field of good silica, and the estimated tunnel current is negligible. The usual pinch-off length scale, √(ε_film × film thickness × insulator thickness/ε_insulator), gives 72 nm. It assumes an insulator thin compared with the result, which is not so here, so it fixes only the order of magnitude: roughly 0.1 µm, or 1% of this channel. A much shorter channel would not saturate as assumed. The numerical output lists the remaining inputs to these estimates.

Values computed for the example and the checks

```
temperature 300 K, film 20 nm, silica 100 nm
relative permittivity: silica 3.9, film 10.0
mobility 10.0 cm2/Vs
width 50 um, length 10 um
band density 5.0e+18 cm^-3
trap density 1.0e+17 cm^-3 eV^-1
band edge above Fermi level at flat band 0.40 eV
flat-band voltage 0.0 V, drain voltage 12.0 V
gate capacitance 34.53 nF/cm2
trap capacitance 32.04 nF/cm2
slope factor n 1.9280
thermal voltage 25.852 mV, n*phi 49.841 mV
reference charge Q0 3.055e-13 C/cm2
threshold V_T 0.4650 V
limiting subthreshold swing 114.8 mV/decade
swing of ln2 law at V_G=0.2 V 118.7 mV/decade
specific current I_S 8.578 nA
saturation currents in A: ln2 law, sheet model, Poisson film
V_G 0.200 V, v -5.32: 3.933e-11, 4.189e-11, 4.040e-11
V_G 0.465 V, v 0.00: 4.121e-09, 5.216e-09, 4.866e-09
V_G 1.000 V, v 10.73: 2.475e-07, 2.213e-07, 2.132e-07
V_G 2.000 V, v 30.80: 2.034e-06, 1.821e-06, 1.778e-06
V_G 5.000 V, v 90.99: 1.775e-05, 1.669e-05, 1.646e-05
V_G 10.000 V, v 191.31: 7.849e-05, 7.561e-05, 7.492e-05
exponential limit at 0.2 V 4.210e-11 A
square law at 10 V 7.849e-05 A
lowest ln2/sheet ratio 0.7856 at v -0.57
highest ln2/sheet ratio 1.1354 at v 16.71
scaled mobile charge at V_T: sheet 0.4263, ln2 law 0.3466
diffusion share at 0.2 V 0.5162, at 0.6 V 0.2311
dilogarithm/(2 ln2 form): v=-12 0.5012, v=60 1.0009
log slope if 2n*phi charge is taken as mobile 0.4998
V_D for 99% saturation: 0.233 V at V_G=0.2 V
V_D for 99% saturation: 8.582 V at V_G=10 V
tangent threshold of sheet model at 10 V 0.5914 V
largest film/sheet deviation 6.7 %
front band bending at 10 V 0.439 V
mobility exponent 0.2: current ratio 0.619 at 2 V, 0.908 at 10 V
source contact 2000 ohm: current change -3.2 % at 10 V
power at 10 V 0.942 mW, glass conductivity 1.1 W/(m K)
steady self-heating at 10 V 17.0 K
current ratio 350 K/300 K: 6.93 at 0.2 V, 1.012 at 10 V
pinch-off scale 71.6 nm, 0.72 % of length
mean-field drift speed 1.20e+05 cm/s
insulator field at source, 10 V 0.956 MV/cm
tunnel barrier 3.0 eV, mass 0.4 m_e
log10 of tunnel current density in A/cm2 -95.9
```
